# A scalar force for a 0.3 meV shift in muonic hydrogen

## What dimensions and symmetry already fix

Use units with $\hbar=c=1$. In muonic hydrogen let $m_r$ be the reduced mass and $a=1/(\alpha m_r)$ the Bohr radius. The proton radius $r_p$ (rms charge radius) is much smaller than $a$, so the muon feels the proton's size as a contact interaction: a constant times the probability density at the origin. That constant is an energy times a volume, which has the dimension of length squared. It is proportional to the electric coupling $\alpha$, and for a spherical charge the available length is $r_p$, so it must be of order $\alpha r_p^2$. The density of the 2S state at the origin is $1/(8\pi a^3)$, while that of 2P vanishes there. Two candidate radii $r_1>r_2$ therefore give 2P-2S intervals that differ by

$$\delta\sim\frac{\alpha\,(r_1^2-r_2^2)}{8\pi a^3}.$$

For 0.877 fm and 0.841 fm the difference of squares is $0.06185\ \text{fm}^2$. With $a=284.75$ fm and $\alpha\hbar c=197.327/137.036=1.440$ MeV fm, this is

$$\delta\sim\frac{1.440\times0.06185}{8\pi\,(284.75)^3}\ \text{MeV}\approx0.15\ \text{meV}.$$

Now let a scalar of mass $m$ add an attractive potential $-\beta e^{-mr}/r$, with dimensionless strength $\beta$. The one new dimensionless quantity is $x=ma$, so to first order in $\beta$ the interval changes by $(\beta/a)F(x)$. Both ends of $F$ follow from simple arguments.

**Light scalar, $x\ll1$.** Between pure Coulomb levels, an added $1/r$ potential keeps 2S and 2P degenerate, so it cannot change the interval. (Vacuum polarization spoils this for very light scalars, as discussed below.) Expand

$$-\beta\frac{e^{-mr}}{r}=-\frac{\beta}{r}+\beta m-\frac{\beta m^2r}{2}+\dots$$

The first term does not split the levels, and the second moves them equally. The third does split them, because $\langle r\rangle=6a$ in 2S and $5a$ in 2P. The interval $E_{2P}-E_{2S}$ changes by $-\tfrac12\beta m^2(5a-6a)=\beta x^2/(2a)$.

**Heavy scalar, $x\gg1$.** The force has a range much shorter than $a$, and $\int d^3r\,e^{-mr}/r=4\pi/m^2$. The 2S level drops by $\beta(4\pi/m^2)/(8\pi a^3)=\beta/(2ax^2)$, and 2P hardly moves.

To supply a given $\delta$, the strength must then be $\beta\approx2a\delta/x^2$ for a light scalar and $\beta\approx2a\delta\,x^2$ for a heavy one. The curve of coupling against mass is a valley whose two sides, extended, meet at $x=1$, that is at $m=\alpha m_r\approx0.69$ MeV. What remains is the numerical factor in $\delta$ and the shape of the valley floor.

## The shift from the proton's size

Let the proton have a spherical charge density $\rho(r)$ normalized to one. The muon's potential energy $V$ obeys $\nabla^2V=4\pi\alpha\rho$. For a point proton $V_0=-\alpha/r$ and $\nabla^2V_0=4\pi\alpha\,\delta^3(\mathbf r)$. The difference $\Delta V=V-V_0$ satisfies

$$\nabla^2\Delta V=4\pi\alpha\left[\rho-\delta^3(\mathbf r)\right].$$

Multiply by $r^2$ and integrate over all space. On the right the delta function contributes nothing, and $\int r^2\rho\,d^3r=r_p^2$. On the left, integrate by parts twice. Surface terms vanish because $\Delta V$ dies out beyond the charge cloud, and $\nabla^2r^2=6$. Hence

$$6\int\Delta V\,d^3r=4\pi\alpha r_p^2
\quad\Longrightarrow\quad
\int\Delta V\,d^3r=\frac{2\pi\alpha}{3}r_p^2 .$$

The sign is positive: spreading the charge weakens the attraction near the centre. Since $\Delta V$ is confined to $r\ll a$, the 2S density may be taken at the origin:

$$\Delta E_{2S}=\frac{1}{8\pi a^3}\,\frac{2\pi\alpha}{3}r_p^2
=\frac{\alpha r_p^2}{12a^3}=\frac{\alpha^4m_r^3r_p^2}{12}.$$

The 2P density grows as $r^2$ near the origin, so its shift is smaller by a factor proportional to $(r_p/a)^2$, with a coefficient well below one, and is dropped. A larger proton thus raises 2S and shortens the interval $E_{2P}-E_{2S}$. Between the two radii the interval differs by

$$\boxed{\delta=\frac{\alpha^4m_r^3}{12}\,(r_1^2-r_2^2)}$$

with the longer interval belonging to the smaller radius.

The reduced mass is 94.96 MeV, which makes the coefficient of $r_p^2$ equal to $5.1975\ \text{meV/fm}^2$. The 2S level rises by 3.998 meV for 0.877 fm and by 3.676 meV for 0.841 fm, so

$$\delta=5.1975\times0.06185\ \text{meV}=0.32\ \text{meV}.$$

The dimensional estimate was low by the factor $2\pi/3\approx2.1$.

First-order integration over explicit charge clouds gives 0.3199 meV for uniform spheres and 0.3194 meV for exponential clouds, against 0.3215 meV from the leading formula. The reductions of 0.5 and 0.7 per cent, relative to the leading value, reflect the fall of the 2S density, which near the origin is proportional to $1-2r/a$. Second-order perturbation theory in $\Delta V$ gives terms of the same relative order, $r_p/a$, so these cloud values are a measure of the neglected terms and not an improved prediction. Radiative and relativistic corrections to the size effect are also left out. Two digits suffice for the comparison.

## The scalar potential and its sign

Suppose that the larger radius is the true one and that the measured interval is the one which, read without a scalar, gives 0.841 fm. The scalar must then lengthen the interval by $\delta$. For the moment assume that it does not couple to the electron, so that a radius of 0.877 fm inferred from electronic data is undisturbed.

Take the interaction energy density $g\phi\bar\psi\psi$ for each fermion. For slow particles $\bar\psi\psi$ reduces to the number density, and the exchange is independent of spin at this order. With a static proton at the origin the field energy is

$$\int d^3r\left[\tfrac12(\nabla\phi)^2+\tfrac12m^2\phi^2+g_p\phi\,\delta^3(\mathbf r)\right].$$

Making this stationary gives

$$(-\nabla^2+m^2)\phi=-g_p\,\delta^3(\mathbf r),
\qquad
\phi=-\frac{g_p}{4\pi}\frac{e^{-mr}}{r}.$$

Away from the origin, $r\phi\propto e^{-mr}$ satisfies $(r\phi)''=m^2(r\phi)$, as it must. Near the origin $\phi\to-g_p/(4\pi r)$, which carries the right delta function. A muon in this field has the energy

$$V_\phi=g_\mu\phi=-\beta\,\frac{e^{-mr}}{r},\qquad \beta=\frac{g_\mu g_p}{4\pi}.$$

The force is attractive when $g_\mu$ and $g_p$ have the same sign.

## The level shifts for any scalar mass

Put $\rho=r/a$ (from here on a scaled distance, no longer a charge density) and $s=1+x$. The radial probability densities in $\rho$ are

$$P_{2S}=\tfrac12\rho^2\left(1-\tfrac{\rho}{2}\right)^2e^{-\rho},
\qquad
P_{2P}=\tfrac1{24}\rho^4e^{-\rho}.$$

With $\int_0^\infty\rho^ne^{-s\rho}d\rho=n!/s^{n+1}$,

$$\left\langle\frac{e^{-mr}}{r}\right\rangle_{2S}
=\frac1{2a}\int_0^\infty\left(\rho-\rho^2+\frac{\rho^3}{4}\right)e^{-s\rho}d\rho
=\frac1{2a}\left(\frac1{s^2}-\frac2{s^3}+\frac3{2s^4}\right).$$

Over the common denominator the numerator is $s^2-2s+\tfrac32=(s-1)^2+\tfrac12=x^2+\tfrac12$. Therefore

$$\left\langle\frac{e^{-mr}}{r}\right\rangle_{2S}=\frac{1+2x^2}{4a(1+x)^4},
\qquad
\left\langle\frac{e^{-mr}}{r}\right\rangle_{2P}=\frac1{24a}\,\frac{3!}{s^4}=\frac1{4a(1+x)^4}.$$

Each level moves by $-\beta$ times its average. The interval changes by

$$\Delta(E_{2P}-E_{2S})=\beta\left(\langle\cdot\rangle_{2S}-\langle\cdot\rangle_{2P}\right)
=\frac{\beta}{2a}\,\frac{x^2}{(1+x)^4}.$$

This is positive for attraction, because 2S is pulled down further than 2P. Setting it equal to $\delta$ gives the required coupling:

$$\boxed{\frac{g_\mu g_p}{4\pi}=2a\delta\,\frac{(1+x)^4}{x^2},\qquad x=\frac{m}{\alpha m_r}}$$

## Reading the curve

Rewrite the mass dependence as

$$\frac{(1+x)^4}{x^2}=\left(x+\frac1x+2\right)^2,
\qquad
x+\frac1x=2+\left(\sqrt x-\frac1{\sqrt x}\right)^2 .$$

The expression is unchanged under $x\to1/x$ and has its least value, 16, at $x=1$. Within the formula, every coupling above the minimum thus belongs to two masses, whose product is $(\alpha m_r)^2$. In the real atom this pairing holds only while the lighter mass stays well above 0.01 MeV. Below that, vacuum polarization (discussed later) stops the rise of the light branch, which levels off near $g_\mu g_p\approx7\times10^{-5}$, so larger couplings belong to a heavy scalar only. The minimum strength is $32a\delta$.

In ordinary units $2a\delta/(\hbar c)=9.28\times10^{-10}$. At $m=0.69$ MeV,

$$\frac{g_\mu g_p}{4\pi}=16\times9.28\times10^{-10}=1.5\times10^{-8},
\qquad g_\mu g_p=1.9\times10^{-7}.$$

This is about $2\times10^{-6}$ of the electromagnetic strength $\alpha$. If the two couplings are equal, each is $4.3\times10^{-4}$.

The limiting laws of the first section are confirmed, since $(1+x)^4/x^2$ tends to $x^{-2}$ and to $x^2$. Where they meet, however, they underestimate the coupling by the factor 16, and they are approached slowly. For a heavy scalar, inserting $\delta=\alpha(r_1^2-r_2^2)/(12a^3)$ gives

$$\beta\approx2a\delta x^2=\frac{\alpha m^2}{6}(r_1^2-r_2^2),$$

from which the Bohr radius has dropped out: a contact force imitates a change of radius. The full result is larger by $(1+1/x)^4$. At 10 MeV, where $x=14.43$, this factor is still 1.31; at 100 MeV it is 1.03.

As a sample of the arithmetic, at 10 MeV

$$g_\mu g_p=4\pi\times9.28\times10^{-10}\times\frac{(15.43)^4}{(14.43)^2}=3.2\times10^{-6}.$$

## How far the approximations hold

The Hamiltonian with both Coulomb and Yukawa terms was diagonalized at the coupling required by the formula, for masses of 0.1, 0.69 and 5 MeV. Each time the interval grew by 0.3215 meV, the value put in. First order in $\beta$ is therefore adequate there. For heavier scalars the second-order correction is expected to be of relative size $\beta m_r/m$. At 100 MeV, $\beta\approx2\times10^{-5}$, so this is negligible.

The proton was treated as a point source of the scalar field. A dipole form factor with an rms radius of 0.877 fm changes the scalar shift by at most 0.08 per cent at the four masses tested, from 0.1 to 100 MeV. For a light scalar the correction can be found by hand. The smeared source raises 2S by $\beta r_p^2/(12a^3)$, just as the smeared charge does with $\alpha$ in place of $\beta$. Relative to the signal this is

$$\frac{r_p^2}{6a^2}\,\frac{(1+x)^4}{x^2}.$$

It gives 0.013 per cent at 0.1 MeV, in agreement with the integration, and about 0.8 per cent at 0.01 MeV. The correction grows towards small masses because the signal itself disappears.

Vacuum polarization, omitted from the formula, sets a stricter limit at the light end. It already splits 2S and 2P by about 205 meV. A long-range scalar acts much like a change of $\alpha$ to $\alpha+\beta$ in the Coulomb attraction, and so alters that splitting by a relative amount of order $\beta/\alpha$. With the coupling taken from the formula, this is of order one per cent of $\delta$ at 0.1 MeV but comparable with $\delta$ itself at 0.01 MeV, where the formula can no longer be used. At the heavy end, relativistic corrections to the scalar exchange have not been computed, so the values near 100 MeV are leading-order estimates.

## When the electron also feels the scalar

A scalar that couples to the electron disturbs the radius inferred from ordinary hydrogen. Let that radius be read from the 2P-2S interval, as a stand-in for the spectroscopy of ordinary hydrogen. Electron scattering data are not modelled here. For a lepton $l$ with Bohr radius $a_l$, put $x_l=ma_l$ and $\beta_l=g_lg_p/(4\pi)$. The scalar lowers the apparent squared radius by an amount $s_l$, found by equating the two kinds of shift:

$$\frac{\alpha s_l}{12a_l^3}=\frac{\beta_l}{2a_l}\frac{x_l^2}{(1+x_l)^4}
\quad\Longrightarrow\quad
s_l=\frac{6\beta_l}{\alpha m^2}\left(\frac{x_l}{1+x_l}\right)^4,$$

where $a_l^2=x_l^2/m^2$ was used. If the true radius is $r_0$, the electronic value is $r_1^2=r_0^2-s_e$ and the muonic one is $r_2^2=r_0^2-s_\mu$. The mismatch to be explained is

$$r_1^2-r_2^2=s_\mu-s_e=s_\mu(1-R),\qquad R=\frac{s_e}{s_\mu}.$$

The required $g_\mu g_p$ is the earlier one divided by $1-R$. With $k=a_e/a_\mu=52946.5/284.75\approx186$ and $x=x_\mu$,

$$R=\frac{g_e}{g_\mu}\left(\frac{x+1}{x+1/k}\right)^4 .$$

The bracket exceeds one, since the larger electronic atom resolves the range of the force less well and sees it more nearly as a contact term. For equal lepton couplings $R>1$ at every mass, and an attractive scalar gives a mismatch of the wrong sign. At the bottom of the valley, $x=1$, the fourth power is about 16, so neglecting the electron there requires $g_e/g_\mu\ll1/16$.

A natural case to try is $g_e/g_\mu=m_e/m_\mu\approx1/207$. The bracket falls steadily as $x$ grows, so $R=1$ occurs at a single mass. Setting the bracket equal to $q=(m_\mu/m_e)^{1/4}=3.79$ gives

$$x+1=q\left(x+\frac1k\right)
\quad\Longrightarrow\quad
x=\frac{1-q/k}{q-1}=0.35,$$

or $m=0.24$ MeV. At this mass, to first order in the couplings, both atoms report the same radius whatever the strength of the scalar.

| $m$ (MeV) | $g_\mu g_p$, $g_e=0$ | $g_\mu g_p$, $g_e\propto m_e$ |
|---|---|---|
| 0.1 | $9.6\times10^{-7}$ | no attractive solution |
| 0.3 | $2.6\times10^{-7}$ | $5.9\times10^{-7}$ |
| 1 | $2.0\times10^{-7}$ | $2.1\times10^{-7}$ |
| 10 | $3.2\times10^{-6}$ | $3.2\times10^{-6}$ |
| 100 | $2.5\times10^{-4}$ | $2.5\times10^{-4}$ |

Above about 1 MeV the electron's share changes the answer by a few per cent or less. Near the critical mass it matters greatly, and the true radius moves as well, because $r_0^2=r_1^2+s_e$ with $s_e=(r_1^2-r_2^2)R/(1-R)$. At 5 MeV the true radius is 0.8773 fm, hardly different from the electronic value. At 0.3 MeV, where $R=0.55$, it is $\sqrt{0.769+0.076}\approx0.92$ fm. Below the critical mass a formal solution exists with $g_\mu g_p<0$, a repulsive force. Then $s_\mu<0$, and $r_0^2=r_2^2+s_\mu=r_2^2-(r_1^2-r_2^2)/(R-1)$ lies below $r_2^2$. It is positive only if $R>1+(r_1^2-r_2^2)/r_2^2\approx1.09$, so in a narrow range of masses just below the critical one there is no solution with a real radius. At smaller masses the true radius lies below 0.841 fm.

The curve states what a scalar would have to do to reconcile the two radii. It is no evidence that such a particle exists: an error in one of the radius determinations could remove the need for it. A candidate on the curve would also have to pass independent tests, such as the muon's magnetic moment and scattering experiments, which are not evaluated here. The numerical output below gives further values of the formula. The one at 0.01 MeV lies outside its range of validity, because of vacuum polarization.

## Table of computed values

```
inverse fine-structure constant: 137.036
hbar c: 197.3270 MeV fm
muon mass: 105.6584 MeV; proton mass: 938.272 MeV
electron mass: 0.51100 MeV
reduced mass, muonic hydrogen: 94.9645 MeV
Bohr radius, muonic hydrogen: 284.75 fm
Bohr radius, ordinary hydrogen: 52946.5 fm
radii: 0.877 fm and 0.841 fm
difference of squared radii: 0.061848 fm^2
size coefficient: 5.1975 meV/fm^2
2S rise for 0.877 fm: 3.9975 meV
2S rise for 0.841 fm: 3.6761 meV
delta, leading formula: 0.3215 meV
delta, uniform spheres: 0.3199 meV
delta, exponential clouds: 0.3194 meV
2 a delta/(hbar c): 9.2773e-10
scalar mass at minimum coupling: 0.6930 MeV
minimum g_mu g_p/(4 pi): 1.484e-08
minimum g_mu g_p: 1.865e-07
minimum strength relative to alpha: 2.034e-06
g at minimum if g_mu = g_p: 4.319e-04
Table: m in MeV | x | g_mu g_p, no electron coupling | R |
       g_mu g_p, mass-proportional (negative: not attractive)
   0.01 |   0.0144 | 5.929e-05 | 3.327e+04 | -1.782e-09
   0.10 |   0.1443 | 9.599e-07 | 1.652e+01 | -6.185e-08
   0.30 |   0.4329 | 2.622e-07 | 5.525e-01 | 5.861e-07
   1.00 |   1.4430 | 1.994e-07 | 3.914e-02 | 2.076e-07
   3.00 |   4.3291 | 5.017e-07 | 1.105e-02 | 5.073e-07
  10.00 |  14.4302 | 3.174e-06 | 6.313e-03 | 3.194e-06
  30.00 |  43.2907 | 2.394e-05 | 5.296e-03 | 2.407e-05
 100.00 | 144.3024 | 2.496e-04 | 4.971e-03 | 2.508e-04
diagonalization, m = 0.1000 MeV: interval grows by 0.3215 meV
diagonalization, m = 0.6930 MeV: interval grows by 0.3215 meV
diagonalization, m = 5.0000 MeV: interval grows by 0.3215 meV
form-factor change of scalar shift, m = 0.1 MeV: -0.0130 %
form-factor change of scalar shift, m = 1 MeV: -0.0024 %
form-factor change of scalar shift, m = 10 MeV: -0.0099 %
form-factor change of scalar shift, m = 100 MeV: -0.0792 %
mass where R = 1: 0.2431 MeV
true radius, mass-proportional, m = 5 MeV: 0.87729 fm
```
